# Why spin-orbit coupling makes thallium 6p1/2 less polarizable and isotropic

## The fact to be explained

In one and the same central potential, a thallium atom has a calculated polarizability of 54.2 a.u. (8.03 Å$^3$) in its $6p_{1/2}$ level, and a direction-averaged value of 72.4 a.u. (10.72 Å$^3$) in $6p_{3/2}$. The core, whose response is left unscreened in this model, supplies 41.5 a.u. of each. The valence parts are therefore 12.7 and 30.9 a.u., a ratio of 2.4. Without spin-orbit coupling both levels would have a valence mean of 24.2 a.u., made up of 34.5 a.u. for $m_l=0$ and 19.1 a.u. for $|m_l|=1$.

Two things need explaining: the drop in the mean, and the loss of the dependence on orientation. They have different causes. The drop depends on how strong the spin-orbit coupling is. The isotropy follows from symmetry as soon as $J=1/2$ is an isolated level; the strength of the coupling sets only the range of fields in which the level counts as isolated.

## The model and its spin-orbit switch

Atomic units are used, and energies are in hartree. One valence electron moves in a fixed potential $V(r)$: the attraction of a finite nucleus, the Hartree potential of the 80-electron Tl$^+$ core, and the local exchange potential $-(3\rho/\pi)^{1/3}$ of the core density $\rho$. The core is self-consistent in the Dirac theory, and $V\to-1/r$ far out.

With $\phi$ and $\chi$ the large and small components, the Dirac equation reads

$$V\phi+c\,\sigma\!\cdot\!p\,\chi=E\phi,\qquad c\,\sigma\!\cdot\!p\,\phi+(V-2c^2)\chi=E\chi .$$

Write $\chi=\sigma\!\cdot\!p\,\phi_S/(2c)$ and multiply the second equation by $\sigma\!\cdot\!p/(2c)$. Since $(\sigma\!\cdot\!p)^2=p^2$,

$$V\phi+\tfrac12p^2\phi_S=E\phi,$$
$$\tfrac12p^2\phi+\Big[\tfrac{1}{4c^2}(\sigma\!\cdot\!p)V(\sigma\!\cdot\!p)-\tfrac12p^2\Big]\phi_S=\frac{E}{4c^2}\,p^2\phi_S .$$

Spin now appears in a single place. From $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$ and $[p,V]=-i\nabla V$,

$$(\sigma\!\cdot\!p)V(\sigma\!\cdot\!p)=p\cdot Vp+\sigma\cdot(\nabla V\times p)=p\cdot Vp+\frac{V'}{r}\,\sigma\!\cdot\!L .$$

Multiply the last term by $\lambda$. Then $\lambda=1$ is the Dirac equation and $\lambda=0$ the scalar-relativistic one, with the same $V$. A small spin-dependent part of the external-field operator, acting in the small component, is kept at $\lambda=0$; a test shows that it separates the means of the two levels by less than one part in a thousand.

Because $\sigma\!\cdot\!L=J(J+1)-L(L+1)-\tfrac34$, its value is $-2$ in $p_{1/2}$ and $+1$ in $p_{3/2}$. With $V'>0$, the first level goes down and the second up, in the ratio 2:1 to first order. The scalar level lies at $-0.2757$, the Dirac levels at $-0.3131$ and $-0.2611$. The shifts are $-0.0374$ and $+0.0147$, a ratio of 2.5, so the coupling acts beyond first order.

## Contribution one: angular weights

Define the static polarizability by the energy shift $-\tfrac12\alpha F^2$. For a field along $z$,

$$\alpha(j,m)=2\sum_n\frac{|\langle n|z|6p\,j\,m\rangle|^2}{E_n-E} .$$

Let $S_k=\sum_nR_n^2/(E_n-E)$, where $R_n$ is the radial dipole integral to level $n$ of channel $k$. The angular factors follow from

$$\cos\theta\,|1,0\rangle=\sqrt{\tfrac13}|0,0\rangle+\sqrt{\tfrac4{15}}|2,0\rangle,\qquad \cos\theta\,|1,1\rangle=\sqrt{\tfrac15}|2,1\rangle .$$

For $m=1/2$ the spin-angular states are

$$p_{1/2}:\ -\sqrt{\tfrac13}|1,0\rangle{\uparrow}+\sqrt{\tfrac23}|1,1\rangle{\downarrow},\qquad
p_{3/2}:\ \sqrt{\tfrac23}|1,0\rangle{\uparrow}+\sqrt{\tfrac13}|1,1\rangle{\downarrow}.$$

The small components have the same angular factors, because they differ by $\sigma\!\cdot\!\hat r$, which commutes with $\cos\theta$.

For $p_{1/2}$, the weight toward $s$ is $\tfrac13\cdot\tfrac13=\tfrac19$, and toward $d$ it is $\tfrac13\cdot\tfrac4{15}+\tfrac23\cdot\tfrac15=\tfrac29$. A dipole changes $j$ by at most one, so all of the $d$ weight goes to $d_{3/2}$.

For $p_{3/2}$ with $m=1/2$, the weights are $\tfrac29$ and $\tfrac23\cdot\tfrac4{15}+\tfrac13\cdot\tfrac15=\tfrac{11}{45}$. For $m=3/2$, which is $|1,1\rangle{\uparrow}$, they are $0$ and $\tfrac15$. The averages are again $\tfrac19$ and $\tfrac29$.

To divide the $d$ weight, project on $d_{3/2}$:

- $m=3/2$: the state $-\sqrt{\tfrac15}|2,1\rangle{\uparrow}+\sqrt{\tfrac45}|2,2\rangle{\downarrow}$ gives $(\tfrac15)^2=\tfrac1{25}$.
- $m=1/2$: the state $-\sqrt{\tfrac25}|2,0\rangle{\uparrow}+\sqrt{\tfrac35}|2,1\rangle{\downarrow}$ gives $(-\tfrac4{15}+\tfrac3{15})^2=\tfrac1{225}$.

Their average is $\tfrac1{45}$, which leaves $\tfrac29-\tfrac1{45}=\tfrac15$ for $d_{5/2}$. With the prefactor 2,

$$\alpha(\tfrac12)=\tfrac29S_s+\tfrac49S_{d3/2},\qquad \alpha_0(\tfrac32)=\tfrac29S_s+\tfrac2{45}S_{d3/2}+\tfrac25S_{d5/2}.$$

The two levels have the same total weight toward $s$, $\tfrac19$, and the same total weight toward $d$, $\tfrac29$. Angular factors therefore contribute nothing to the drop, apart from the small difference between the two $d$ channels. The sums $S_k$ belong to different initial orbitals, and the explanation must lie there.

## Contribution two: the core and the Pauli principle

The sums run over all orbitals, including filled ones. This is correct bookkeeping for independent electrons. The atom allows transitions from occupied $a$ to unoccupied $n$. Adding all occupied–occupied pairs changes nothing, since $2|z_{ab}|^2/(E_b-E_a)$ changes sign when $a$ and $b$ are exchanged. Hence

$$\alpha_{\rm atom}=\alpha_{\rm core}+\alpha_{\rm valence},$$

where negative valence terms remove core excitations into the filled $6p$ orbital. A direct sum over Pauli-allowed excitations confirms this. The valence parts, in a.u., are:

| intermediate orbitals | $6p_{1/2}$ | $6p_{3/2}$ | difference |
|---|---:|---:|---:|
| empty $s$ | 4.1 | 10.3 | 6.2 |
| occupied $s$ | −5.6 | −4.5 | 1.2 |
| empty $d$ | 15.1 | 25.8 | 10.7 |
| occupied $d$ | −0.8 | −0.7 | 0.1 |

(The occupied groups also contain the negative-energy Dirac solutions.) Empty $d$ orbitals carry 59% of the 18.1 a.u. difference, empty $s$ orbitals 34%, and Pauli blocking by the $s$ shells 6%. In this model the blocking in $6p_{1/2}$ outweighs the whole empty-$s$ response. That is not a property of the real level: with the dipoles screened by the core's response the two parts are about $-1.7$ and $+4.3$ a.u., and with the $6p_{1/2}$ binding reduced to the measured value they are about $-8.5$ and $+10.7$ a.u.

The core itself matters in another way. It is common to both levels, so it dilutes the valence ratio of 2.4 to an atomic ratio of 1.33. The amount of dilution depends on the core value, which the unscreened model overestimates (see the last section). Its own change between the two theories, from 41.0 to 41.5 a.u., is minor.

## Contribution three: gaps and orbital size

The gap from $6p_{1/2}$ to $7s$ is $0.3131-0.1220=0.1911$; from $6p_{3/2}$ it is $0.1391$. The ratio is 1.37. For higher $s$ levels the ratio $1+\Delta/(E_n-E_{3/2})$, with $\Delta=0.0521$ the $6p$ splitting, is closer to one. Gaps alone can therefore raise the empty-$s$ part by at most 1.37. It rises by $10.28/4.10=2.51$, so the squared dipole integrals must supply a factor of at least $2.51/1.37\approx1.8$. The $6p_{3/2}$ orbital is indeed larger: its mean radius is 3.41 bohr, against 3.03 bohr for $6p_{1/2}$.

To weigh the two effects over the full valence sum, exchange the ingredients:

| orbital | energy of $6p_{1/2}$ | energy of $6p_{3/2}$ |
|---|---:|---:|
| $6p_{1/2}$ | 12.7 | 18.9 |
| $6p_{3/2}$ | 22.0 | 30.9 |

Changing the energy multiplies the result by 1.48 or 1.40, depending on the orbital; changing the orbital multiplies it by 1.73 or 1.64. Averaged over the two orders, on a logarithmic scale, the gaps account for 41% of the ratio and the orbitals for 59%. This division is a convention, and the two effects are not independent causes: a more deeply bound orbital also decays faster outside. Far from the core, $r$ times its radial wave function goes as $r^{1/k}e^{-kr}$, with $k=\sqrt{2|E|}$.

## Where the coupling acts

The factor $V'/r$ is large near the nucleus, whereas the polarizability comes mainly from large distances. If the spin-orbit term is kept only inside 0.48 bohr, 99.9% of the valence difference survives. The coupling thus acts in the inner core, and the outer orbital responds through its changed energy and shape.

The $p$ level is also the right place to look. Without spin-orbit coupling in the $d$ channels, the valence values become 12.1 and 31.3 a.u., so the difference grows by about 5%. Spin-orbit coupling in the $d$ levels slightly opposes the main effect.

## Contribution four: the anisotropy

For a level with $J\geq1$,

$$\alpha(J,M)=\alpha_0+\alpha_2\,\frac{3M^2-J(J+1)}{J(2J-1)} .$$

The second term comes from a rank-2 tensor. Such a tensor has matrix elements within a level only if $2J\geq2$, which fails for $J=1/2$. No radial property enters, and no minimum coupling strength. In a field tilted from the quantization axis, the calculated response of $6p_{1/2}$ has two equal eigenvalues, 12.7 a.u.

The scalar limit shows the mechanism in components. Let $a_\parallel$ and $a_\perp$ be the polarizabilities for $m_l=0$ and $|m_l|=1$. The state $p_{1/2}$ holds one third of the first and two thirds of the second, so it responds with

$$\tfrac13a_\parallel+\tfrac23a_\perp=\tfrac13(34.5)+\tfrac23(19.1)=24.2\ \text{a.u.},$$

which is the direction average $\bar a$.

The $6p_{3/2}$ level stays anisotropic. Its tensor part is $\alpha_2=-8.2$ a.u., larger in size than the scalar-relativistic $\alpha_2=(a_\perp-a_\parallel)/3=-5.2$ a.u. Its $|M|=1/2$ states have $30.9+8.2=39.1$ a.u., its $|M|=3/2$ states 22.7 a.u.

## When the level is no longer isolated

The field also connects $p_{1/2}$ with $p_{3/2}$ in second order. For weak spin-orbit coupling, the states above give the off-diagonal polarizability

$$-\tfrac{\sqrt2}{3}a_\parallel+\tfrac{\sqrt2}{3}a_\perp=\sqrt2\,\alpha_2 ,$$

and the $m=1/2$ energies are the eigenvalues of

$$\begin{pmatrix}0&0\\0&\Delta\end{pmatrix}-\frac{F^2}{2}\begin{pmatrix}\bar a&\sqrt2\alpha_2\\ \sqrt2\alpha_2&\bar a-\alpha_2\end{pmatrix}.$$

If $\Delta$ dominates, the lower level has polarizability $\bar a$. If the field dominates, the second matrix decides. Its eigenvalues are $\bar a-2\alpha_2=a_\parallel$ and $\bar a+\alpha_2=a_\perp$: the field has turned the orbital along itself. The states $\pm m$ remain degenerate by time reversal, so what returns is the orbital's alignment, not a splitting of the pair.

A direct finite-field solution tests the onset. With the coupling reduced to $\lambda=2.5\times10^{-4}$ and $F=5\times10^{-4}$ a.u., the lower level has an apparent polarizability of 24.81 a.u., as the matrix predicts, already above the mean of 24.22 a.u.

For the full coupling, the two effects become comparable when $\tfrac32|\alpha_2|F^2=\Delta$. With the scalar-relativistic $\alpha_2$,

$$F=\sqrt{\frac{2(0.0521)}{3(5.17)}}=0.082\ \text{a.u.}\approx42\ \text{GV/m}.$$

This is a scale, not a prediction. In the potential $-1/r-Fr$ along the field, the barrier top lies at $-2\sqrt F$ and reaches the $6p_{1/2}$ energy at $F=E^2/4=0.025$ a.u. The model potential is still somewhat deeper than $-1/r$ at that distance, which lowers the value to 0.023 a.u.; the measured binding energy gives 0.013 a.u. The electron can escape over the barrier well before alignment would set in.

## What the numbers can bear

The potential is not fitted to measured levels, and it binds too strongly: the $6p_{1/2}$ electron is held by 8.5 eV, whereas the measured ionization energy is about 6.1 eV. The $6p$ splitting is also too wide, 1.4 eV against a measured value of roughly 1 eV. The size of the drop carries both errors. Scaling the exchange potential so that $6p_{1/2}$ is bound by 6.1 eV raises the valence values to about 29 and 67 a.u. and doubles the drop. The orbitals do not readjust to the induced field, and electron correlation is absent. Letting the core respond self-consistently in the same potential lowers its polarizability from 41.5 to about 20 a.u. and raises the atomic ratio from 1.33 to about 1.4. The core part is thus too large and the valence part too small, the totals contain errors of opposite sign, and the polarizabilities are not reference values. The valence ratio (2.15 to 2.4) and the gap share (38 to 41%) change little under either modification. The equality of the total angular weights and the isotropy of an isolated $J=1/2$ level do not depend on the choice of potential. The full values are in the numerical output below.

## Values computed for the example and the checks

```
Z = 81, core electrons = 80, box = 40 bohr
nuclear radius = 7.0 fm; SCF cycles = 32
hydrogen 1s alpha (test): 4.49975 a.u.
energy 6p1/2: -0.31314 hartree
energy 6p3/2: -0.26106 hartree
energy scalar 6p: -0.27574 hartree
energy 6s: -0.56728 hartree
energy 7s: -0.12200 hartree
energy 6d3/2: -0.07345 hartree
energy 6d5/2: -0.07190 hartree
6p splitting: 0.05209 hartree
6p splitting converted: 1.417 eV
mean radius 6p1/2: 3.031 bohr
mean radius 6p3/2: 3.411 bohr
mean radius scalar 6p: 3.290 bohr
scalar-relativistic valence alpha, ml=0: 34.549 a.u.
scalar-relativistic valence alpha, |ml|=1: 19.052 a.u.
scalar-relativistic valence mean: 24.218 a.u.
scalar-relativistic alpha2: -5.166 a.u.
Dirac valence alpha 6p1/2: 12.735 a.u.
Dirac valence alpha0 6p3/2: 30.878 a.u.
Dirac alpha2 6p3/2: -8.223 a.u.
core alpha, Dirac: 41.478 a.u.
core alpha, scalar-relativistic: 40.975 a.u.
atomic alpha 6p1/2: 54.213 a.u.
atomic alpha0 6p3/2: 72.356 a.u.
atomic scalar-relativistic mean: 65.193 a.u.
atomic alpha ratio 3/2 to 1/2: 1.335 (none)
atomic alpha 6p1/2 converted: 8.033 angstrom^3
atomic alpha0 6p3/2 converted: 10.722 angstrom^3
6p1/2 valence part, empty s: 4.102 a.u.
6p1/2 valence part, occupied s: -5.614 a.u.
6p1/2 valence part, empty d: 15.065 a.u.
6p1/2 valence part, occupied d: -0.818 a.u.
6p3/2 valence part, empty s: 10.284 a.u.
6p3/2 valence part, occupied s: -4.458 a.u.
6p3/2 valence part, empty d: 25.802 a.u.
6p3/2 valence part, occupied d: -0.749 a.u.
alpha: 1/2 orbital with 3/2 energy: 18.853 a.u.
alpha: 3/2 orbital with 1/2 energy: 22.001 a.u.
gap share of log ratio: 41.3 percent
spin-orbit cutoff radius: 0.483 bohr
alpha difference kept by inner spin-orbit: 99.9 percent
valence alpha, no d spin-orbit: 12.134, 31.252 a.u.
finite-field alpha, m=1/2: 12.735, 39.104 a.u.
tilted-field alpha 6p1/2: [12.735 12.735] a.u.
tilted-field alpha 6p3/2: [22.655 22.655 39.101 39.101] a.u.
weak test: lam = 2.50e-04, field = 5.0e-04 a.u.
weak-test splitting: 11.850 microhartree
weak-test alpha: direct 24.808, two-level 24.810 a.u.
crossover field scale: 0.0820 a.u.
crossover field converted: 42.2 GV/m
```
